# Symmetry of the Thermal Coupling Matrix of a Multifinger Device, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem

### Definitions and conventions

A multifinger transistor has several strips, called fingers, that dissipate heat in one common piece of semiconductor. Finger $j$ dissipates the power $P_j$. The heat is not released at a point. It is spread over a region with density $P_j w_j(\mathbf r)$, where the heating profile $w_j$ is non-negative and normalized:

$$\int w_j\,dV=1 .$$

The profile has the unit of inverse volume. In the theorem it is fixed: changing the power changes the amount of heat, not its distribution.

Let $T(\mathbf r)$ be the steady temperature rise above a sink whose temperature is held fixed. Fourier's law gives the heat flux $\mathbf q=-K\nabla T$. The conductivity $K(\mathbf r)$ is a $3\times3$ tensor. It may vary in space, but it is assumed to be

- independent of temperature, so that conduction is linear,
- symmetric, $K_{ab}=K_{ba}$,
- positive, so that $\mathbf g\cdot K\mathbf g>0$ for every real vector $\mathbf g\neq0$.

In the steady state the heat leaving a small volume equals the heat released in it, $\nabla\cdot\mathbf q=\sum_jP_jw_j$, or

$$-\nabla\cdot(K\nabla T)=\sum_j P_j w_j. \tag{1}$$

The temperature assigned to finger $i$ is the average of the rise with that finger's own heating profile:

$$\langle T\rangle_i=\int w_i\,T\,dV. \tag{2}$$

Places where finger $i$ releases much heat count much, and places where it releases none do not count.

### Surfaces and contacts

Let $\mathbf n$ be the outward unit normal of the body. The heat leaving through unit area is $\mathbf n\cdot\mathbf q=-\mathbf n\cdot K\nabla T$. Each part of the outer surface obeys one of three conditions:

$$\begin{aligned}
\text{adiabatic:}\quad &\mathbf n\cdot K\nabla T=0,\\
\text{isothermal:}\quad &T=0,\\
\text{linearly cooled:}\quad &\mathbf n\cdot K\nabla T=-gT,\qquad g\ge0 .
\end{aligned}\tag{3}$$

The minus sign in the last line says that a surface warmer than the sink loses heat. At least one part of the surface must be isothermal or have $g>0$, because otherwise the steady heat has no way out.

The body may consist of layers joined by imperfect contacts. At a contact between layers $a$ and $b$, let $\boldsymbol\nu$ be the unit normal pointing from $a$ to $b$, and let $F=-\boldsymbol\nu\cdot K\nabla T$ be the heat flux from $a$ to $b$. No heat is stored or released in the contact, so $F$ has the same value on both sides. The temperature drops by

$$T^a-T^b=rF,\qquad r\ge0, \tag{4}$$

where $r$ is the contact resistance. Perfect contact is the case $r=0$. The fields are taken to be regular enough within each layer for the divergence theorem to hold.

### The coupling matrix

Let $\theta_j$ be the temperature rise per unit power when finger $j$ alone is heated:

$$-\nabla\cdot(K\nabla\theta_j)=w_j, \tag{5}$$

with the conditions (3) and (4). All these equations are linear and homogeneous apart from the source. Multiplying (5) by $P_j$ and summing therefore shows that $T=\sum_jP_j\theta_j$ solves (1). Inserting this sum into (2) gives

$$\langle T\rangle_i=\sum_jR_{ij}P_j,\qquad R_{ij}=\int w_i\,\theta_j\,dV. \tag{6}$$

The element $R_{ij}$, in K/W, is the mean rise of finger $i$ per watt in finger $j$. The first index names the finger that is read and the second the finger that is heated. The claim is $R_{ij}=R_{ji}$. It does not follow from any likeness of the fingers, which may differ in size, shape, depth and distance from the edge.

### Green's identity with a conductivity tensor

Take two functions $u$ and $v$ in one layer. With summation over repeated indices, the product rule reads

$$\partial_a(u\,K_{ab}\,\partial_b v)=(\partial_a u)K_{ab}(\partial_b v)+u\,\partial_a(K_{ab}\,\partial_b v).$$

Integrate over the layer and turn the left side into a surface integral by the divergence theorem. Solving for the last term gives

$$\int u\,\nabla\cdot(K\nabla v)\,dV=\oint u\,\mathbf n\cdot K\nabla v\,dS-\int\nabla u\cdot K\nabla v\,dV. \tag{7}$$

Exchange $u$ and $v$ and subtract the result from (7). The difference of the two volume terms on the right contains

$$\nabla u\cdot K\nabla v-\nabla v\cdot K\nabla u=(K_{ab}-K_{ba})\,\partial_au\,\partial_bv=0,$$

where the indices were renamed in the second term. This is the place where the symmetry of $K$ enters. What remains is Green's identity:

$$\int\left[u\nabla\cdot(K\nabla v)-v\nabla\cdot(K\nabla u)\right]dV=\oint\left[u\,\mathbf n\cdot K\nabla v-v\,\mathbf n\cdot K\nabla u\right]dS. \tag{8}$$

### From the identity to the matrix

Set $u=\theta_i$ and $v=\theta_j$ in (8) and add the identities of all layers. By (5), the two divergences are $-w_j$ and $-w_i$, so the left side becomes

$$\int(-\theta_iw_j+\theta_jw_i)\,dV=-R_{ji}+R_{ij}.$$

Hence

$$R_{ij}-R_{ji}=\sum_{\text{layers}}\oint\left[\theta_i\,\mathbf n\cdot K\nabla\theta_j-\theta_j\,\mathbf n\cdot K\nabla\theta_i\right]dS. \tag{9}$$

The own-profile average made this step possible. The source that creates $\theta_i$ is the same function as the weight that reads finger $i$.

**Outer surfaces.** On an adiabatic part both normal derivatives in (9) vanish. On an isothermal part $\theta_i=\theta_j=0$. On a cooled part the bracket is

$$\theta_i(-g\theta_j)-\theta_j(-g\theta_i)=0 .$$

**Contacts.** Every contact appears twice in (9), once as the surface of $a$ and once as the surface of $b$. For layer $a$ the outward normal is $\boldsymbol\nu$, so $\mathbf n\cdot K\nabla\theta_j=-F_j$. For layer $b$ it is $-\boldsymbol\nu$, so $\mathbf n\cdot K\nabla\theta_j=+F_j$. The two brackets add up to

$$-\theta_i^aF_j+\theta_j^aF_i+\theta_i^bF_j-\theta_j^bF_i
=-(\theta_i^a-\theta_i^b)F_j+(\theta_j^a-\theta_j^b)F_i .$$

By (4) this is $-rF_iF_j+rF_jF_i=0$. The right side of (9) is therefore zero, and

$$R_{ij}=R_{ji}. \tag{10}$$

### Heat released on a surface

Transistor heat can also be modelled as entering through the top surface, with a profile $s_j$ per unit area and $\int s_j\,dS=1$. Then $w_j=0$ in the volume, and the heated surface obeys $\mathbf n\cdot K\nabla\theta_j=s_j$, since $\mathbf n\cdot K\nabla\theta_j$ is the heat entering through unit area. The left side of (8) is now zero. All surface terms cancel as before except those of the heated surface:

$$0=\int(\theta_is_j-\theta_js_i)\,dS=R_{ji}-R_{ij},\qquad R_{ij}=\int s_i\,\theta_j\,dS .$$

The result is the same, with surface averages in place of volume averages. If finger $i$ is heated in the volume and finger $j$ on the surface, the left side of (8) is $\int\theta_jw_i\,dV=R_{ij}$ and the right side is $\int\theta_is_j\,dS=R_{ji}$, so mixed pairs are covered too.

### The energy form and positivity

A second expression for $R_{ij}$ shows the symmetry without a subtraction. Put $w_i=-\nabla\cdot(K\nabla\theta_i)$ into (6) and use (7) with $u=\theta_j$, $v=\theta_i$:

$$R_{ij}=\int\nabla\theta_j\cdot K\nabla\theta_i\,dV-\sum_{\text{layers}}\oint\theta_j\,\mathbf n\cdot K\nabla\theta_i\,dS .$$

A cooled surface contributes $-\theta_j(-g\theta_i)=g\theta_i\theta_j$. The two sides of a contact contribute $\theta_j^aF_i-\theta_j^bF_i=rF_iF_j$. Adiabatic and isothermal surfaces contribute nothing. Thus

$$R_{ij}=\int\nabla\theta_i\cdot K\nabla\theta_j\,dV+\oint g\,\theta_i\theta_j\,dS+\int rF_iF_j\,dS. \tag{11}$$

Each term is unchanged when $i$ and $j$ are exchanged. For surface heating the extra term $-\int\theta_js_i\,dS=-R_{ij}$ stands on the right and zero on the left, which again gives (11).

Multiply (11) by $P_iP_j$ and sum. With $T=\sum_jP_j\theta_j$ and its contact flux $F$,

$$\sum_{ij}P_iR_{ij}P_j=\int\nabla T\cdot K\nabla T\,dV+\oint gT^2dS+\int rF^2dS\ \ge0. \tag{12}$$

If the sum is zero, then $\nabla T=0$ in every layer, and (1) gives $\sum_jP_jw_j=0$. When no profile is a linear combination of the others, this forces all $P_j=0$. The matrix is then positive definite. In particular $R_{ii}>0$. Choosing $P_i=R_{jj}$, $P_j=-R_{ij}$ and all other powers zero turns (12) into

$$R_{jj}\left(R_{ii}R_{jj}-R_{ij}^2\right)>0,\qquad\text{so}\qquad R_{ij}^2<R_{ii}R_{jj}. \tag{13}$$

The same argument shows that $\theta_j$ is unique. The difference of two solutions has no source, so its energy (12) is zero and it is constant in each layer. Its contact fluxes vanish, so by (4) the constants of joined layers agree. The sink makes the common constant zero.

### A slab worked by hand

Consider a slab of area $A$, thickness $d$ and conductivity $\kappa$, adiabatic at depth $z=0$ and held at $T=0$ at $z=d$. Source 1 heats the whole slab uniformly, and source 2 heats the plane $z=0$.

For source 2, one watt flows through every depth, so $-\kappa A\,\theta_2'=1$ and $\theta_2=(d-z)/(\kappa A)$. Its average over the uniform profile of source 1 is

$$R_{12}=\frac1d\int_0^d\frac{d-z}{\kappa A}\,dz=\frac{d}{2\kappa A}.$$

For source 1, the heat released above depth $z$ is the fraction $z/d$, so $-\kappa A\,\theta_1'=z/d$ and $\theta_1=(d^2-z^2)/(2d\kappa A)$. Source 2 is read at $z=0$:

$$R_{21}=\theta_1(0)=\frac{d}{2\kappa A}.$$

The two values agree although the two temperature fields have different shapes. The diagonal elements are

$$R_{22}=\theta_2(0)=\frac{d}{\kappa A},\qquad
R_{11}=\frac1d\int_0^d\frac{d^2-z^2}{2d\kappa A}\,dz=\frac{d}{3\kappa A}.$$

In units of $[d/(\kappa A)]^2$, the bound (13) reads $1/4<1/3$.

If source 1 is read at its hottest plane, $z=0$, instead of over its profile, the reading per watt in source 2 is $\theta_2(0)=d/(\kappa A)$. That is twice $R_{21}$. The conduction problem has not changed. The reading has.

### A numerical case without helpful symmetry

A harder case is the dimensionless square $-1<x,z<1$ with adiabatic sides and top and a cooled base with $g=0.7$. The conductivity is

$$\begin{aligned}
K_{xx}&=1+0.4\sin(\pi x/2)+0.3z,\\
K_{zz}&=0.8+0.3\sin(\pi x/2)-0.2z,\\
K_{xz}&=K_{zx}=0.3\,(1-x^2)(1-z^2),
\end{aligned}$$

and the profiles, before normalization, are

$$\begin{aligned}
w_1&\propto e^{-[(x+0.4)^2+(z-0.4)^2]/0.15},\\
w_2&\propto(1.3+x)\,e^{-(x-0.5)^2/0.3-(z-0.1)^2/0.15}.
\end{aligned}$$

Equation (5) was solved by collocation, which imposes the differential equation at chosen points. The resulting system of equations is not symmetric, so equality of the two couplings is not built into the numerical method. The result is $R_{12}=R_{21}=1.24085107$ to the digits shown, with a relative difference of $1.2\times10^{-9}$.

## Second half: limits of the theorem and a GaN device

### Symbols and results taken over

Finger $j$ dissipates $P_j$ with the normalized profile $w_j$, or $s_j$ if the heat enters through a surface. The field $\theta_j$ is the rise above the sink per watt in finger $j$ alone. The conductivity tensor is $K$, a contact resistance is $r$, and $\mathbf n$ is the outward normal. The coupling matrix is

$$R_{ij}=\int w_i\theta_j\,dV,\qquad \langle T\rangle_i=\sum_jR_{ij}P_j .$$

For temperature-independent, symmetric $K$ and passive linear boundaries, $R_{ij}=R_{ji}$. The matrix is positive definite if the profiles are linearly independent. The energy form is

$$R_{ij}=\int\nabla\theta_j\cdot K\nabla\theta_i\,dV+(\text{surface and contact terms symmetric in }i,j). \tag{14}$$

### Reading with another weight

Suppose a thermometer reads finger $i$ with a normalized weight $v_i$ that differs from $w_i$. It returns $S_{ij}=\int v_i\theta_j\,dV$ per watt in finger $j$. Write $v_i=w_i+(v_i-w_i)$ and do the same for $j$. The parts $R_{ij}$ and $R_{ji}$ cancel in the difference, which leaves

$$S_{ij}-S_{ji}=\int(v_i-w_i)\,\theta_j\,dV-\int(v_j-w_j)\,\theta_i\,dV. \tag{15}$$

Since $v_i-w_i$ integrates to zero, the first term vanishes if $\theta_j$ is uniform over finger $i$. The asymmetry thus measures how unevenly each finger heats the other, as seen by the two thermometers. The terms may cancel in a symmetric layout, but nothing makes them cancel in general.

### A conductivity with an antisymmetric part

In a magnetic field, heat can be deflected sideways, and the conductivity tensor gains an antisymmetric part: $K=K^s+A$ with $A_{ab}=-A_{ba}$. Let the boundary and contact conditions hold for the full flux $-K\nabla T$. The derivation of (14) did not use the symmetry of $K$, so it still applies. Subtract the same expression with $i$ and $j$ exchanged. The surface terms and the part with $K^s$ cancel:

$$R_{ij}-R_{ji}=\int\left(\nabla\theta_j\cdot A\nabla\theta_i-\nabla\theta_i\cdot A\nabla\theta_j\right)dV
=2\int\nabla\theta_j\cdot A\nabla\theta_i\,dV. \tag{16}$$

The last step uses $\nabla\theta_i\cdot A\nabla\theta_j=-\nabla\theta_j\cdot A\nabla\theta_i$.

Adding $A_{xz}=-A_{zx}=(1-x^2)(1-z^2)$ to the numerical square of the first half gives $R_{12}=1.2652$ and $R_{21}=0.9949$. Their difference is $0.2703$, and the integral (16) gives the same value.

For linear conduction with a symmetric conductivity tensor and passive linear boundaries, the thermal coupling matrix is symmetric when each finger is read with its own heating profile; another reading weight or an antisymmetric part of the conductivity can break this symmetry. What remains is conductivity that falls with temperature, and a GaN device in which the sizes of these and other effects are estimated.

All numerical values are calculated from the stated model.
